\section*{Valley interference in the exchange of two silicon donors}

\section{One pair of valleys}

Consider a donor electron that occupies a single pair of conduction-band valleys, at $\pm k_0\hat{\mathbf z}$. If each Bloch function is a plane wave, its state is
\begin{equation}
\psi(\mathbf r)=\sqrt2\,F(\mathbf r)\cos k_0z ,
\end{equation}
where the real envelope $F$ varies slowly over a wavelength $2\pi/k_0$. Put an equal donor at $\mathbf R$. Since $2\cos\alpha\cos\beta=\cos(\alpha-\beta)+\cos(\alpha+\beta)$, the overlap is
\begin{align}
S&=\int F(\mathbf r)F(\mathbf r-\mathbf R)\,2\cos(k_0z)\cos[k_0(z-R_z)]\,d^3r\nonumber\\
&=\cos(k_0R_z)\int F(\mathbf r)F(\mathbf r-\mathbf R)\,d^3r\nonumber\\
&\quad+\int F(\mathbf r)F(\mathbf r-\mathbf R)\cos[k_0(2z-R_z)]\,d^3r .
\end{align}
The last integrand changes sign rapidly and nearly averages out. What remains is a smooth envelope overlap times $\cos k_0R_z$. Moving the donor along $z$ makes $S$ oscillate; moving it perpendicular to $z$ does not. For a separation along $[100]$ the $\pm y$ and $\pm z$ valleys are in the second situation, and the $\pm x$ valleys are in the first.

\section{Six valleys and the Heitler--London splitting}

Hartree atomic units are used. The minima $\mathbf k_\mu$ of silicon lie at $\pm k_0$ along the cube axes. The donor state is
\begin{equation}
\psi(\mathbf r)=\sum_\mu\alpha_\mu F_\mu(\mathbf r)u_\mu(\mathbf r)e^{i\mathbf k_\mu\cdot\mathbf r},\qquad
\alpha_{\pm j}=\sqrt{w_j/2},\quad \sum_jw_j=1 ,
\label{state}
\end{equation}
with $j=x,y,z$. The function $u_\mu$ has the period of the crystal and $|u_\mu|^2$ has cell average one. Opposite valleys share a real, even envelope $F_j$ and have $u_{-\mu}=u_\mu^*$, so $\psi$ is real. The short-range potential at the donor site is taken to select the symmetric state, $w_j=1/3$. Its splitting is assumed large compared with the exchange but small compared with the binding energy, and it is otherwise dropped. The envelopes then obey
\begin{equation}
\Big(T_j-\frac1{\varepsilon r}\Big)F_j=E\,F_j,\qquad
T_j=-\frac12\sum_i\frac1{m_i^{(j)}}\partial_i^2 ,
\end{equation}
where the mass is $m_l$ along axis $j$ and $m_t$ across it.

Donor $A$ is at the origin and $B$ at a lattice vector $\mathbf R$, so both are on the same fcc sublattice and $\psi_B(\mathbf r)=\psi_A(\mathbf r-\mathbf R)$. With $h=T-1/(\varepsilon r_A)-1/(\varepsilon r_B)$, the Hamiltonian is
\begin{equation}
H=h(1)+h(2)+\frac1{\varepsilon r_{12}}+\frac1{\varepsilon R}.
\end{equation}
The spatial singlet $(+)$ and triplet $(-)$ states are
\begin{equation}
\Phi_\pm=\frac{\psi_A(1)\psi_B(2)\pm\psi_B(1)\psi_A(2)}{\sqrt{2(1\pm S^2)}} .
\end{equation}
Their energies are $(D\pm X)/(1\pm S^2)$, where $D$ is the expectation value of $H$ in $\psi_A(1)\psi_B(2)$ and $X$ its matrix element with $\psi_B(1)\psi_A(2)$. Hence
\begin{align}
J=E_T-E_S&=\frac{(D-X)(1+S^2)-(D+X)(1-S^2)}{1-S^4}\nonumber\\
&=\frac{2(S^2D-X)}{1-S^4}.
\label{HL}
\end{align}
Positive $J$ means a singlet ground state. The donor repulsion adds $1/(\varepsilon R)$ to $D$ and $S^2/(\varepsilon R)$ to $X$, so it cancels. Without it,
\begin{equation}
D=2h_{AA}+C,\qquad X=2S\,h_{AB}+K .
\end{equation}
Here $C$ is the Coulomb energy between the densities $\psi_A^2$ and $\psi_B^2$, and $K$ is the self-interaction integral of the exchange density $\rho=\psi_A\psi_B$:
\begin{equation}
K=\frac1\varepsilon\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\end{equation}
What remains is to find how $S$, $h_{AB}$, $K$ and $D$ depend on the valley phases. Two routes follow.

\section{First derivation: densities in real space}

Because $\mathbf R$ is a lattice vector, $u_\nu(\mathbf r-\mathbf R)=u_\nu(\mathbf r)$. The shift leaves a phase from the plane wave:
\begin{equation}
\rho=\sum_{\mu\nu}\alpha_\mu\alpha_\nu F_\mu(\mathbf r)F_\nu(\mathbf r-\mathbf R)\,u_\mu^*u_\nu\,
e^{i(\mathbf k_\nu-\mathbf k_\mu)\cdot\mathbf r}e^{-i\mathbf k_\nu\cdot\mathbf R}.
\end{equation}
Terms with $\mu\ne\nu$ oscillate in $\mathbf r$ and are dropped. In the terms $\mu=\nu$, $|u_\mu|^2$ is replaced by its average. Opposite valleys combine as
\begin{equation}
\frac{w_j}2\left(e^{-ik_0R_j}+e^{ik_0R_j}\right)=w_jc_j,\qquad c_j=\cos k_0R_j ,
\end{equation}
which gives
\begin{equation}
\rho(\mathbf r)\simeq\sum_jw_jc_jf_j(\mathbf r),\qquad f_j=F_j(\mathbf r)F_j(\mathbf r-\mathbf R).
\label{rho}
\end{equation}
Integrating over $\mathbf r$,
\begin{equation}
S=\sum_jw_jc_js_j,\qquad s_j=\int f_j\,d^3r .
\label{S}
\end{equation}
The operator $h$ acts within each valley in effective-mass theory, so the same phases appear in
\begin{equation}
h_{AB}=\sum_jw_jc_jh_j,\quad
h_j=\int F_j(\mathbf r)\Big[T_j-\frac1{\varepsilon r_A}-\frac1{\varepsilon r_B}\Big]F_j(\mathbf r-\mathbf R)\,d^3r .
\end{equation}
The integral $K$ contains $\rho$ twice and is therefore quadratic:
\begin{equation}
K=\sum_{jl}w_jw_lc_jc_lK_{jl},\quad
K_{jl}=\frac1\varepsilon\iint\frac{f_j(\mathbf r)f_l(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\end{equation}
In $D$ each electron keeps its donor. Its density is $\sum_jw_jF_j^2$ about that donor, because $|e^{-i\mathbf k_\mu\cdot\mathbf R}|^2=1$. No valley phase enters $D$.

Now insert these expressions in Eq.~(\ref{HL}). The product $2Sh_{AB}$ is symmetrized in its two valley indices, $2\sum s_jh_l\to\sum(s_jh_l+s_lh_j)$, and
\begin{align}
J&=\frac{1}{1-S^4}\sum_{jl}w_jw_lc_jc_lM_{jl},\label{J}\\
M_{jl}&=2\left[D\,s_js_l-s_jh_l-s_lh_j-K_{jl}\right].\nonumber
\end{align}
Every $s_j$ and $M_{jl}$ is built from envelopes alone and is smooth in $\mathbf R$. The lattice-scale variation comes from the cosines, directly and through the small $S^4$. The identity
\begin{equation}
c_jc_l=\tfrac12\cos k_0(R_j-R_l)+\tfrac12\cos k_0(R_j+R_l)
\end{equation}
shows that the numerator of $J$ oscillates with the differences $\mathbf k_\mu-\mathbf k_\nu$ of valley wave vectors, whereas $S$ oscillates with the $\mathbf k_\mu$ themselves.

\section{Second derivation: translation in crystal-momentum space}

Expand the donor state in Bloch states with $\langle n\mathbf k|n'\mathbf k'\rangle=\delta_{nn'}\delta(\mathbf k-\mathbf k')$:
\begin{equation}
|\psi_A\rangle=\sum_n\int_{\rm BZ}A_n(\mathbf k)|n\mathbf k\rangle\,d^3k .
\end{equation}
A lattice translation multiplies each Bloch state by $e^{-i\mathbf k\cdot\mathbf R}$. Orthogonality then gives, with no averaging,
\begin{equation}
S=\int_{\rm BZ}P(\mathbf k)e^{-i\mathbf k\cdot\mathbf R}\,d^3k,\qquad P=\sum_n|A_n|^2 .
\label{exactS}
\end{equation}
The overlap is the Fourier transform of the crystal-momentum distribution. For a shallow donor $P$ consists of six narrow peaks. Write $\mathbf k=\mathbf k_\mu+\boldsymbol\kappa$ and let peak $\mu$ be $(w_j/2)\,p_j(\boldsymbol\kappa)$, with $p_j$ even. Then
\begin{equation}
S=\sum_j\frac{w_j}2\left(e^{-ik_0R_j}+e^{ik_0R_j}\right)\int p_j(\boldsymbol\kappa)e^{-i\boldsymbol\kappa\cdot\mathbf R}d^3\kappa .
\end{equation}
In effective-mass theory $p_j=|\tilde F_j|^2$, where $\tilde F_j=(2\pi)^{-3/2}\int F_je^{-i\boldsymbol\kappa\cdot\mathbf r}d^3r$. The transform of $F_j(\mathbf r-\mathbf R)$ is $\tilde F_je^{-i\boldsymbol\kappa\cdot\mathbf R}$, so by Parseval's theorem the integral is $s_j$. This is Eq.~(\ref{S}): the positions of the peaks set the oscillation and their widths set the decay.

For the one-electron element keep the conduction band. The band energy is diagonal in $\mathbf k$ and contributes $\int\epsilon(\mathbf k)|A|^2e^{-i\mathbf k\cdot\mathbf R}d^3k$. With $\epsilon=\sum_i\kappa_i^2/2m_i^{(j)}$ near each minimum, this is $\sum_jw_jc_j$ times the kinetic part of $h_j$. Let $V(\mathbf k',\mathbf k)$ be the matrix element of the attraction to $A$. That of $B$ is the translated operator, with element $e^{-i(\mathbf k'-\mathbf k)\cdot\mathbf R}V(\mathbf k',\mathbf k)$. Together they give
\begin{equation}
\iint A^*(\mathbf k')A(\mathbf k)e^{-i\mathbf k\cdot\mathbf R}
\left[1+e^{-i(\mathbf k'-\mathbf k)\cdot\mathbf R}\right]V(\mathbf k',\mathbf k)\,d^3k'\,d^3k .
\end{equation}
The Coulomb element falls as $|\mathbf k'-\mathbf k|^{-2}$, so transfers within one valley dominate. There $\mathbf k'-\mathbf k=\boldsymbol\kappa'-\boldsymbol\kappa$, and $\mathbf k_\mu$ survives in the prefactor $e^{-i\mathbf k_\mu\cdot\mathbf R}$ alone. Summing opposite valleys again yields $h_{AB}=\sum_jw_jc_jh_j$.

For the exchange integral, the Fourier form of $1/r$ gives
\begin{equation}
K=\frac1\varepsilon\int\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{q^2}|\tilde\rho(\mathbf q)|^2,\qquad
\tilde\rho(\mathbf q)=\langle\psi_A|e^{-i\mathbf q\cdot\mathbf r}|\psi_B\rangle .
\label{Kq}
\end{equation}
At small $q$ the operator connects states of the same valley, whose periodic parts overlap with weight near one. Each valley brings its phase, so $\tilde\rho(\mathbf q)\simeq\sum_jw_jc_j\tilde f_j(\mathbf q)$, where $\tilde f_j$ is the transform of $f_j$. Its squared modulus reproduces the quadratic form for $K$. In $D$ the translation phases occur in conjugate pairs: a density element of $B$ carries $e^{-i(\mathbf k-\mathbf k')\cdot\mathbf R}$, which within a valley contains no $\mathbf k_\mu$. Equation~(\ref{HL}) then gives Eq.~(\ref{J}) again.

\section{What each derivation assumes}

Both routes use the two-configuration Heitler--London space, a lattice vector $\mathbf R$ and a valley-conserving effective Hamiltonian. For donors on different sublattices $\mathbf R$ is not a lattice translation, and neither derivation applies as it stands.

They differ in how intervalley terms are removed. The real-space route appeals to rapid oscillation. This is adequate for $S$, where $\rho$ is integrated against a constant. For $K$ it is incomplete: two rapidly oscillating parts of $\rho$ can have opposite wave vectors, and their product does not average out. The momentum-space route shows what makes them small. They enter Eq.~(\ref{Kq}) near $\mathbf q=\mathbf k_\mu-\mathbf k_\nu$, up to reciprocal lattice vectors, where $4\pi/q^2$ is small compared with its values over the width of the envelope peaks. For silicon's valleys the smallest such $q$ is $0.3\times2\pi$ over the lattice constant. In a real crystal the screening at these wave vectors is weaker than the constant $\varepsilon$ used here.

The momentum-space route also separates an exact statement from an approximate one. Equation~(\ref{exactS}) holds for any localized state and its lattice translate. Effective-mass theory enters when $P$ is divided into six peaks with envelope shapes. The real-space route, in return, gives the integrals $s_j$, $h_j$ and $K_{jl}$ in the form in which they are evaluated.

Equation~(\ref{Kq}) has a further use. Its integrand is nonnegative, so $K>0$ unless $\rho$ vanishes. If interference makes both $S$ and $h_{AB}$ zero, Eq.~(\ref{HL}) leaves $J=-2K<0$. This sign belongs to the Heitler--London space. When its leading terms cancel, configurations outside that space can decide the true sign.

\section{Separations along [100]}

For $\mathbf R=(R,0,0)$ one has $c_y=c_z=1$ and, by symmetry, $s_y=s_z$. With $w_j=1/3$ and $c=\cos k_0R$,
\begin{align}
S&=\tfrac13(2s_y+c\,s_x),\\
J&=\frac{2M_{yy}+2M_{yz}+4c\,M_{xy}+c^2M_{xx}}{9(1-S^4)} .
\end{align}
The transverse block $2M_{yy}+2M_{yz}$ is smooth. The full $J$ is not, as long as the $\pm x$ valleys are occupied. Their weight can be followed with the trial envelope
\begin{equation}
F_x=(\pi a^2b)^{-1/2}\exp\Big[-\sqrt{x^2/b^2+(y^2+z^2)/a^2}\Big].
\end{equation}
The heavy mass along $x$ makes confinement in that direction cheap in kinetic energy, and minimizing the energy gives $b<a$. Rescaling the coordinates turns $s_j$ into the overlap of two spherical exponentials a distance $\varrho$ apart, where $\varrho=R/b$ for $j=x$ and $\varrho=R/a$ for $j=y,z$. In spheroidal coordinates the distances to the two centres sum to $\varrho\xi$ and differ by $\varrho\eta$, and the volume element is $(\varrho^3/8)(\xi^2-\eta^2)\,d\xi\,d\eta\,d\phi$. Thus
\begin{align}
s&=\frac{\varrho^3}{4}\int_1^\infty d\xi\,e^{-\varrho\xi}\int_{-1}^1(\xi^2-\eta^2)\,d\eta
=\frac{\varrho^3}{2}\int_1^\infty e^{-\varrho\xi}\Big(\xi^2-\frac13\Big)d\xi\nonumber\\
&=\frac{\varrho^3}{2}e^{-\varrho}\Big(\frac{2}{3\varrho}+\frac2{\varrho^2}+\frac2{\varrho^3}\Big)
=e^{-\varrho}\Big(1+\varrho+\frac{\varrho^2}3\Big).
\end{align}
At large $R$ this gives
\begin{equation}
\frac{s_x}{s_y}\to\frac{a^2}{b^2}\,e^{-R(1/b-1/a)} ,
\end{equation}
so the oscillating share dies out exponentially. The rate found here belongs to the trial envelope; the more flexible Gaussian envelope used below gives a faster decrease. If $J$ is taken proportional to $S^2$, then $J\propto(1+c\,s_x/2s_y)^2$. Half the spread of $J$ between $c=1$ and $c=-1$, relative to its value at $c=0$, is then $s_x/s_y$.

Two related cases follow from Eq.~(\ref{J}). If the $\pm x$ valleys are empty, $w=(0,\frac12,\frac12)$, the decay along $[100]$ is strictly smooth in this model. If only the $\pm z$ valleys are filled, it is smooth for every $\mathbf R$ in the $xy$ plane.

\section{Numbers for a silicon-like donor}

Take round model parameters with silicon's valley geometry: $m_t=0.2$, $m_l=0.9$, $\varepsilon=12$, lattice constant $10$ bohr and $k_0=0.85\times2\pi/10=0.534$ bohr$^{-1}$. The valley wavelength is $11.8$ bohr. A variational envelope of anisotropic Gaussians gives $E=-1.071$ mHa; the exponential envelope gives $-1.070$ mHa with $a=45.4$ and $b=26.7$ bohr. The exchange values below use the Gaussian envelope.

The neglect of intervalley products was tested at $\mathbf R=(100,60,20)$ bohr by integrating the complete oscillating wave functions, including a nonuniform $|u_\mu|^2$. The cosines there are $-1$, $0.809$ and $-0.309$. The full overlap is $-0.0181$ and Eq.~(\ref{S}) gives $-0.0182$. For $K$ the values are $0.578$ and $0.529$ $\mu$Ha. The third digit is not converged: a finer mesh lowers the first value by $0.002$, and a larger envelope basis raises both by $0.003$--$0.004$. The size of the difference belongs to the model Bloch function and the constant $\varepsilon$. This difference is about $9\%$ of $K$ itself, which interference has made small, but $0.15\%$ of the value obtained with all $c_j$ replaced by $|c_j|$. The full $K$ is the larger one, as expected if the omitted regions of $\mathbf q$ in Eq.~(\ref{Kq}) add positive contributions.

Along $[100]$, at $R=160$ bohr, $s_x=0.0367$, $s_y=0.2624$ and $c=\cos(27.2\pi)=-0.809$. Therefore
\begin{equation}
S=\tfrac13\left[2(0.2624)-0.809(0.0367)\right]=0.165 .
\end{equation}
The closed form gives $0.0472$ and $0.2550$ for the two envelope overlaps: close for the transverse one, but about $29\%$ too large for the longitudinal one relative to the Gaussian result. A larger basis of $144$ Gaussians leaves $E$ unchanged to the digits shown and gives $s_x=0.0370$, $s_y=0.2633$, $S=0.166$ and an excess of $28\%$. The exchange develops as follows.
\begin{center}
\begin{tabular}{ccccc}
$R$ (bohr) & $J$ ($\mu$Ha) & $J_{\rm tr}$ ($\mu$Ha) & $s_x/s_y$ & half-spread\\
120 & 138.0 & 291.6 & 0.276 & 0.235\\
160 & 37.8 & 93.7 & 0.140 & 0.118\\
200 & 12.6 & 26.9 & 0.065 & 0.056\\
240 & 3.09 & 7.10 & 0.027 & 0.025
\end{tabular}
\end{center}
Here $J_{\rm tr}$ belongs to donors with empty $\pm x$ valleys. Its decrease was tested to be monotonic, with small second differences of its logarithm. At $240$ bohr $J/J_{\rm tr}=0.44$, close to the factor $(2/3)^2$ by which the transverse weight reduces $S^2$. At $120$ and $160$ bohr the half-spread lies $15$--$16\%$ below $s_x/s_y$, so the estimate above, which took $J$ proportional to $S^2$, gives its size but not its exact value. At larger separations the gap between the two columns is sensitive to the tail of the envelope and should not be read from the table. The last two entries at $200$ and $240$ bohr are the least certain: $s_x$ there depends on the far tail of the envelope, which the variational energy hardly constrains. The larger basis changes $J$ and $J_{\rm tr}$ by at most $0.6\%$, but raises $s_x/s_y$ to $0.069$ and $0.033$ and the half-spread to $0.058$ and $0.027$. At $120$ bohr the limit is a different one: $J$ is already $13\%$ of the binding energy, which leaves little room for a valley splitting that is large compared with the exchange and small compared with the binding energy, as assumed above. From $160$ bohr on, $J$ is below $4\%$ of the binding energy and the assumption is easier to meet.

The full $J$ also falls at every tabulated site on this axis, but unevenly: from $120$ to $130$ bohr it loses $15\%$, and from $140$ to $150$ bohr $34\%$. The phase advances by $1.7\pi$ per lattice constant, equivalent to $-0.3\pi$. On lattice sites the short wave therefore appears as a beat of $20/3$ lattice constants, or $67$ bohr.

Along $[110]$, neighbouring sites differ in phase by $0.85\pi$ in both $x$ and $y$. Between $141.4$ and $148.5$ bohr $J$ rises from $0.35$ to $38.1$ $\mu$Ha ($0.40$ to $38.0$ with a larger basis), although the donors move apart. With all cosines set to one it falls from $54.0$ to $41.7$ $\mu$Ha, and it was tested to fall along the whole series. The phases cause the oscillation.

Leaving the $[100]$ axis restores the transverse phases, but the effect depends on how they combine. From $(160,0,0)$ bohr, where $J=37.8$ $\mu$Ha $=1.03$ meV, one step to $(165,5,0)$, one of the twelve nearest sites on the same sublattice, gives $c_y=-0.891$ against $c_z=1$. The two transverse contributions nearly cancel, and $J=-0.07$ $\mu$Ha $=-0.002$ meV. This remainder is so small that its value is uncertain: a larger basis gives $-0.09$ $\mu$Ha, and the intervalley part of $K$ adds $-0.01$ to $-0.03$ $\mu$Ha depending on the model Bloch function. Its sign is subject to the reservation above. At $(160,5,5)$ both transverse cosines are $-0.891$ and $c_x=-0.809$. All terms of $S$ are then negative, and $J$, which is even in the overall sign of the cosines, stays at $36.4$ $\mu$Ha. At $(160,10,0)$ it is $22.8$ $\mu$Ha. Smoothness is thus a property of the transverse valleys on the exact axis, and in this Heitler--London model a displacement by one site can remove nearly all of the exchange. The numbers are not predictions for a particular donor species: its short-range potential, dropped from the envelope equation here, would change the envelope and with it the size of $J$. The complete series are in the numerical output.

\section*{Computed values}
\begin{verbatim}
masses m_t, m_l = 0.2, 0.9 m_e; permittivity 12.0
lattice constant 10.0 bohr; k0 = 0.5341 1/bohr
valley wavelength 2pi/k0 = 11.765 bohr
donor energy, Gaussian envelope = -1.0709 mHa
donor energy, exponential envelope = -1.0697 mHa
exponential radii a, b = 45.37, 26.68 bohr
grid test at R = [100.  60.  20.] bohr; cosines [-1.     0.809 -0.309]
overlap: full -0.01808, phase formula -0.01824
<A|1/r_A|B>: full -2.3212e-04, formula -2.3119e-04 1/bohr
K: full 0.5784, formula 0.5287 uHa
deviations S, V, K / phase-free scale: 0.0008 0.0004 0.0015
[100]: R/bohr, S, J/uHa, J transverse-only/uHa, s_x/s_y, ripple
  120  0.29943  138.0403  291.5894 0.2758 0.2345
  130  0.28372  117.9519  222.3630 0.2345 0.1980
  140  0.24404   85.1076  168.0879 0.1985 0.1669
  150  0.19915   56.0726  126.0093 0.1671 0.1402
  160  0.16504   37.8435   93.7378 0.1400 0.1175
  170  0.14470   28.0018   69.2374 0.1165 0.0980
  180  0.13175   22.0416   50.8091 0.0963 0.0815
  190  0.11915   17.1470   37.0643 0.0791 0.0675
  200  0.10439   12.6323   26.8900 0.0645 0.0557
  210  0.08895    8.8632   19.4101 0.0522 0.0459
  220  0.07522    6.1266   13.9450 0.0420 0.0376
  230  0.06424    4.3042    9.9745 0.0335 0.0307
  240  0.05555    3.0936    7.1049 0.0265 0.0251
(ripple = half the spread of J for cos(k0 R)=+1,-1, over J at 0)
R=160 bohr: s_x, s_y = 0.03673, 0.26242
closed form: s_x, s_y = 0.04724, 0.25503
R=160 bohr, phases (0,-1,1), S=0: J = -0.6274 uHa
[110]: |R|/bohr, S, J/uHa, J with all cosines set to 1/uHa
 141.42  0.01859    0.3544   54.0348
 148.49  0.17204   38.0523   41.6732
 155.56  0.05294    4.2794   32.0468
 162.63  0.09350   11.4336   24.5838
 169.71  0.09202   10.6186   18.8199
 176.78  0.04057    2.3163   14.3825
 183.85  0.09673   10.6279   10.9757
 190.92  0.02834    1.0983    8.3660
 197.99  0.07207    5.6721    6.3707
 205.06  0.03762    1.6692    4.8475
one donor moved: R/bohr, J/uHa
(160,0,0)   37.8435
(165,5,0)   -0.0746
(160,5,5)   36.3749
(160,10,0)   22.7877
J at (160,0,0) = 1.0298 meV
J at (165,5,0) = -0.0020 meV
\end{verbatim}
